# Cubic-cost GW with separable density fitting, tested on a model chain, part 2

GW is to be computed at cubic cost from $N$ real orbitals $\phi_p$ with energies $\varepsilon_p$, $N_o$ doubly occupied ($i,j$) and $N_v$ empty ($a,b$). Pair densities are fitted with $N_k$ points $\mathbf r_k$ of a fine grid $\mathbf r_g$, $g=1,\dots,N_g$:

$$\phi_p(\mathbf r)\phi_q(\mathbf r)\approx\sum_{k=1}^{N_k}\phi_p(\mathbf r_k)\,\phi_q(\mathbf r_k)\,\zeta_k(\mathbf r)\tag{1}$$

Let $\Phi_{gp}=\phi_p(\mathbf r_g)$, $Z_{(pq),g}=\Phi_{gp}\Phi_{gq}$, $S=Z^TZ$, $C$ the chosen columns of $Z$, $\Pi$ the projector on their span, $\circ$ the elementwise product. Pivoted Cholesky starts from $S^{(0)}=S$, picks the $p$ with largest $d_g^{(k)}=S^{(k)}_{gg}$ ($u$ in (4) is a unit vector), and stops at $\max_gd_g\le t\,\max_gd_g^{(0)}$. The $\ell$ are the columns of $L$, $L_K$ holds its pivot rows, and $\zeta_{gk}=\zeta_k(\mathbf r_g)$:

$$S=(\Phi\Phi^T)\circ(\Phi\Phi^T),\tag{3}$$

$$\ell^{(k+1)}=Z^Tu=\frac{S^{(k)}_{\cdot p}}{\sqrt{d^{(k)}_p}},\qquad S^{(k+1)}=S^{(k)}-\ell^{(k+1)}\ell^{(k+1)T}.\tag{4}$$

$$\zeta=LL_K^T\,L_K^{-T}L_K^{-1}=L\,L_K^{-1}.\tag{5}$$

$$\lVert Z-C\zeta^T\rVert_F^2=\operatorname{tr}Z^T(1-\Pi)Z=\sum_gd_g .\tag{6}$$

Maximal-determinant points have $|\zeta_{gk}|\le1$. For box sines $\sin p\theta$, $\theta=\pi x/L_x$, $p=1,\dots,N$, the pair products have rank $2N-1$.

With $f_{kp}=\phi_p(\mathbf r_k)$ and $v=e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$,

$$V_{kk'}=\iint\zeta_k(\mathbf r)\,v(\mathbf r,\mathbf r')\,\zeta_{k'}(\mathbf r')\,d^3r\,d^3r',\tag{8}$$

$$(pq|rs)\approx\sum_{kk'}f_{kp}f_{kq}V_{kk'}f_{k'r}f_{k's}.\tag{9}$$

Put $\mu$ at mid-gap, $\xi_p=\varepsilon_p-\mu$, $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ (from $\Delta_{\min}$ to $\Delta_{\max}$), $u=\hbar\omega$, $\nu=\hbar\omega'$, $\rho_{ia}=\phi_i\phi_a$. Per spin $G(\mathbf r,\mathbf r';i\omega)=\sum_p\phi_p(\mathbf r)\phi_p(\mathbf r')/(i\hbar\omega-\xi_p)$; in $\frac1{2\pi}\int d\nu$ closed above, each pole with $\xi<0$ gives a factor 1. The response $\chi_0$, and its values $X_{kk'}$ at the points, follow from

$$\chi_0(\mathbf r,\mathbf r';i\omega)=-2\sum_{ia}\rho_{ia}(\mathbf r)\rho_{ia}(\mathbf r')\frac{2\Delta_{ia}}{\Delta_{ia}^2+\hbar^2\omega^2}.\tag{10}$$

$$\frac{2\Delta}{\Delta^2+\hbar^2\omega^2}=\frac1\hbar\int_{-\infty}^{\infty}e^{i\omega\tau}e^{-\Delta|\tau|/\hbar}\,d\tau .\tag{11}$$

$$G^o_{kk'}(\tau)=\sum_if_{ki}f_{k'i}\,e^{-(\mu-\varepsilon_i)\tau/\hbar},\qquad G^v_{kk'}(\tau)=\sum_af_{ka}f_{k'a}\,e^{-(\varepsilon_a-\mu)\tau/\hbar}.\tag{12}$$

$$X(i\omega)=-\frac2\hbar\int_{-\infty}^\infty e^{i\omega\tau}\;G^o(|\tau|)\circ G^v(|\tau|)\,d\tau.\tag{13}$$

The Dyson equation $W=v+v\chi_0W$ becomes $W=V+VXW$ with $W_{kk'}=\iint\zeta_kW\zeta_{k'}$ and $W^c=W-V$. With $\rho_{k,ia}=f_{ki}f_{ka}$, $\Delta$ diagonal, $\mathcal K=\rho^TV\rho$, $Y=4\rho\Delta\rho^T$, and orthonormal eigenvectors $y_s$ of the Casida matrix $\Delta^2+4\Delta^{1/2}\mathcal K\Delta^{1/2}$ with eigenvalues $\Omega_s^2$,

$$W^c=(1-VX)^{-1}V-V=(1-VX)^{-1}\left[V-(1-VX)V\right]=(1-VX)^{-1}VXV .\tag{14}$$

$$W^c(i\omega)=-\sum_sw_sw_s^T\frac{2\Omega_s}{\Omega_s^2+\hbar^2\omega^2},\qquad w_s=\sqrt{\frac{2}{\Omega_s}}\;V\rho\,\Delta^{1/2}y_s .\tag{15}$$

$$\tilde W(\tau)=\sum_sw_sw_s^T\,e^{-\Omega_s\tau/\hbar},\tag{16}$$

$$\Delta_{\min}^2\le\Omega_s^2\le\Omega_b^2=\Delta_{\max}^2+\lambda_{\max}(VY).\tag{17}$$

Units: $\zeta_k$ dimensionless; $\tau$ in s; $V,W^c$ in $\mathrm{J\,m^6}$; $X$ in $\mathrm{J^{-1}m^{-6}}$; $G^{o,v}$ in $\mathrm{m^{-3}}$; $\tilde W$ in $\mathrm{J^2m^6}$.

## The self-energy

The GW self-energy on the imaginary axis is

$$\Sigma(\mathbf r,\mathbf r';\mu+i\hbar\omega)=-\frac{\hbar}{2\pi}\int d\omega'\,e^{i\omega'0^+}\,G(\mathbf r,\mathbf r';i\omega+i\omega')\,W(\mathbf r,\mathbf r';i\omega').\tag{18}$$

For the bare part $W\to v$ the convergence factor forces closure above, only poles with $\xi<0$ contribute, each with the factor 1 found earlier, and $\Sigma^x=-\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')v$. This is the Fock exchange operator, which fixes the sign of (18). There is no factor 2, since the interaction conserves the spin of the propagating electron. A matrix element contains $\phi_n\phi_q$ at $\mathbf r$ and $\phi_q\phi_m$ at $\mathbf r'$. Applying (1) to both turns the double integral over $v$ into $V_{kk'}$:

$$\Sigma^x_{nm}=-\sum_{kk'}f_{kn}\left[G^o(0)\circ V\right]_{kk'}f_{k'm}.\tag{19}$$

For the correlation part the same step turns the integral into $W^c_{kk'}$. With (15) and $w_s^{nq}=\sum_kf_{kn}f_{kq}w_{s,k}$, in joules, the two minus signs cancel:

$$\Sigma^c_{nm}=\sum_{qs}w_s^{nq}w_s^{mq}\;\frac1{2\pi}\int d\nu\,\frac{2\Omega_s}{(\nu-i\Omega_s)(\nu+i\Omega_s)}\,\frac1{iu+i\nu-\xi_q}.$$

For $\xi_q>0$ the pole of $G$ is below the axis. Close above: the residue of the first factor at $\nu=i\Omega_s$ is $1/i$, the prefactor is $2\pi i/2\pi=i$, and $i\nu=-\Omega_s$, which gives $1/(iu-\xi_q-\Omega_s)$. For $\xi_q<0$ close below: the residue at $\nu=-i\Omega_s$ is $-1/i$, the clockwise contour gives $-i$, and $i\nu=+\Omega_s$, which gives $1/(iu-\xi_q+\Omega_s)$. With $E=\mu+iu$,

$$\Sigma^c_{nm}(E)=\sum_s\Big[\sum_i\frac{w_s^{ni}w_s^{mi}}{E-\varepsilon_i+\Omega_s}+\sum_a\frac{w_s^{na}w_s^{ma}}{E-\varepsilon_a-\Omega_s}\Big],\tag{20}$$

which continues the function to all complex $E$ off the poles. Set $z=E-\mu$, $y^o=\mu-\varepsilon_i+\Omega_s$ and $y^v=\varepsilon_a-\mu+\Omega_s$. The denominators are $y^o+z$ and $-(y^v-z)$. For $\operatorname{Re}(y\pm z)>0$ one has $1/(y\pm z)=\hbar^{-1}\int_0^\infty e^{-(y\pm z)\tau/\hbar}d\tau$, and $e^{-y\tau/\hbar}$ is the product of an exponential from (12) and one from (16). Therefore

$$\Sigma^c(E)=\frac1\hbar\int_0^\infty d\tau\left[e^{-z\tau/\hbar}S^o(\tau)-e^{+z\tau/\hbar}S^v(\tau)\right],\qquad S^{o,v}=f^T\left(G^{o,v}\circ\tilde W\right)f .\tag{21}$$

Each time point costs $N_k^2N+N_kN^2$ for the whole $N\times N$ matrix. The smallest $y^o$ belongs to the HOMO and the smallest $y^v$ to the LUMO, so (21) converges for

$$\varepsilon_{\rm HOMO}-\Omega_{\min}<\operatorname{Re}E<\varepsilon_{\rm LUMO}+\Omega_{\min}.\tag{22}$$

The strip contains the imaginary axis through $\mu$ and a piece of the real axis that extends at least $\Delta_{\min}$ beyond each frontier level. Quasiparticle energies inside it follow from (21) without analytic continuation. Outside it $\Sigma^c$ has poles on the real axis and (21) diverges. There one continues each diagonal element from imaginary-axis values, for example by a Padé approximant, at a cost per state that does not depend on $N$ and with an accuracy that degrades for deep levels.

In the diagonal approximation the quasiparticle equation is $E=\varepsilon_n+\Sigma^x_{nn}-v^{xc}_{nn}+\Sigma^c_{nn}(E)$. For a Hartree–Fock start $v^{xc}=\Sigma^x$ and these two terms cancel.

At real $E$ in the strip the occupied branch of a diagonal element is positive and the empty branch negative. A symmetric two-level dimer shows what the competition can do. There is one pair, $\Omega^2=\Delta(\Delta+4\mathcal K)$ and $w^{pq}=\sqrt{2\Delta/\Omega}\,(pq|ia)$. Inversion symmetry kills $(ii|ia)$ and $(aa|ia)$, so $\Sigma^c_{ii}=(2\Delta/\Omega)\mathcal K^2/(E-\varepsilon_a-\Omega)<0$ and $\Sigma^c_{aa}=(2\Delta/\Omega)\mathcal K^2/(E-\varepsilon_i+\Omega)>0$. The gap opens.

## Time and frequency grids

None of the three transforms acts on an unknown function. Each acts on a sum of known kernels with an energy in a known interval, so it is enough to represent one kernel by the other uniformly on that interval. In units of $\Delta_{\min}$, with $y$ the energy, $t=\tau\Delta_{\min}/\hbar$, $w=\hbar\omega/\Delta_{\min}$ and $\bar z=z/\Delta_{\min}$, find weights such that

$$\frac{2y}{y^2+w_l^2}\approx\sum_j\gamma_{lj}e^{-yt_j},\qquad e^{-yt_j}\approx\sum_l\xi_{jl}\frac{2y}{y^2+w_l^2},\qquad\frac1{y\pm\bar z}\approx\sum_j\eta^\pm_je^{-yt_j},\tag{23}$$

on the intervals $[1,\Delta_{\max}/\Delta_{\min}]$, $[1,\Omega_b/\Delta_{\min}]$ and $[\tfrac32,(\Delta_{\max}+\Omega_b)/\Delta_{\min}]$. The $\tfrac32$ is $\tfrac12$ from $|\xi|\ge\Delta_{\min}/2$ plus 1 from (17). Restoring units in (10), (15), (16) and (20),

$$X(i\omega_l)=-\frac{2}{\Delta_{\min}}\sum_j\gamma_{lj}\,G^o(\tau_j)\circ G^v(\tau_j),\qquad\tilde W(\tau_j)=-\Delta_{\min}\sum_l\xi_{jl}W^c(i\omega_l),$$

$$\Sigma^c(E)=\frac1{\Delta_{\min}}\sum_j\left[\eta^+_jS^o(\tau_j)-\eta^-_jS^v(\tau_j)\right].\tag{24}$$

The weights are linear least-squares solutions on a dense sample of $y$, with normalised columns and small singular values truncated. Their cost is independent of $N$, and applying the first two costs $N_\tau N_\omega N_k^2$.

For the first two kernels the number of nodes depends only on the range $R$ (the upper end of the interval) and the accuracy $\epsilon$. For the third it also depends on $\operatorname{Re}\bar z$. For the first kernel, (11) reads $2\int_0^\infty\cos(wt)e^{-yt}dt$. Cut at $T=\ln(1/\epsilon)$, which loses at most $2\epsilon$ since $y\ge1$. Divide $[1/R,T]$ into intervals $[a,2a]$. As a function of complex $t$, $e^{-yt}$ is analytic and bounded by 1 for $\operatorname{Re}t\ge0$, for every $y>0$. The ellipse with foci $a$ and $2a$ that touches $\operatorname{Re}t=0$ has semi-major axis three half-lengths, and the standard bound for Chebyshev interpolation then gives an error falling as $(3+\sqrt8)^{-n}$ in the degree $n$, independent of $y$. On $[0,1/R]$ one has $yt\le1$ and convergence is faster still. Integrating $2\cos(wt)$ against the Lagrange polynomials gives weights on nodes that are common to all $w$, with error at most $2T$ times the interpolation error. So $N_\tau=O[\ln(1/\epsilon)\ln(RT)]$. The third kernel is the same with $y$ shifted by $\operatorname{Re}\bar z$. The slowest decay rate is then $\tfrac32-|\operatorname{Re}\bar z|$ and the cut $T$ grows as its inverse, so on a fixed set of nodes accuracy is lost as $|\operatorname{Re}\bar z|$ nears $\tfrac32$. Equation (24) is therefore controlled only for $|\operatorname{Re}\bar z|<\tfrac32$, which is narrower than the strip (22) whenever $\Omega_{\min}>\Delta_{\min}$. For the second, the inverse of (11) is $e^{-yt}=\frac1\pi\int_0^\infty\cos(wt)\frac{2y}{y^2+w^2}dw$. The kernel has its poles at $w=\pm iy$, on the imaginary axis, so the same dyadic argument applies between $w=\tfrac12$ and $w=2R$, with one interval in $w$ below and one in $1/w$ above. Least squares on the same nodes is at least as good in the mean-square sense, and minimax grids need fewer nodes.

If the gap shrinks as a power of $1/N$, as in a metal cluster, $\ln R$ adds a factor $\ln N$. If it vanishes, the zero-temperature integrals do not decay and the construction must be redone on a finite imaginary-time interval at nonzero temperature.

## Cost

| Step | Multiply-adds |
|---|---|
| points, (4) | $N_gN_k(N+N_k/2)$ |
| $\zeta$, (5) | $N_gN_k^2/2$ |
| $V$, (8) | $N_g^2N_k+N_gN_k^2$ |
| $\Omega_b$, (17) | $O(NN_k^2+N_k^3)$ |
| $G^{o,v}$, (12) | $N_\tau NN_k^2$ |
| two transforms, (24) | $2N_\tau N_\omega N_k^2$ |
| $W^c$, (14) | $O(N_\omega N_k^3)$ |
| $S^{o,v}$, (21) | $2N_\tau(N_k^2N+N_kN^2)$ |
| $\Sigma^x$, (19) | $O(N_k^2N+N_kN^2)$ |

With $N_g,N_k\propto N$ and size-independent $N_\tau,N_\omega$, no row exceeds $N^3$ and the total is $O[(N_\tau+N_\omega)N^3]$. The largest arrays are the dense $v$ on the fine grid ($N_g^2$), $L$ and $\zeta$ ($N_gN_k$) and the stacks in time and frequency ($N_\tau N_k^2$, $N_\omega N_k^2$), so memory is quadratic.

## Worked example

The model is a one-dimensional chain of four dimers with one electron per atom. The chosen inputs are a bond of $2.70\times10^{-10}$ m and a contact of $4.00\times10^{-10}$ m, hard walls $5.00\times10^{-10}$ m and nominally $6.00\times10^{-10}$ m beyond the end atoms (the box length is rounded to a whole number of grid spacings, here from $3.380\times10^{-9}$ m to $3.375\times10^{-9}$ m, so the right wall is in fact $5.95\times10^{-10}$ m beyond the last atom), and the interaction $e^2/(4\pi\varepsilon_0\sqrt{x^2+a^2})$ with $a=1.00\times10^{-10}$ m and $e^2/4\pi\varepsilon_0=2.30708\times10^{-28}$ J m, used between electrons and, with opposite sign, to the unit nuclear charges. Its Fourier transform is a modified Bessel function $K_0$, which is positive, so $V$ stays positive semidefinite. In one dimension every $\mathrm{m^3}$ in the units above becomes m. The grid has $N_g=224$ points at $1.50\times10^{-11}$ m. Restricted Hartree–Fock is solved on it and $N=32$ orbitals are kept, $N_o=4$, giving 528 distinct pairs. Energies are quoted in eV, with $1\ \mathrm{eV}=1.60218\times10^{-19}$ J.

The frontier levels are $-7.89171$ eV ($-1.26439\times10^{-18}$ J) and $-1.79894$ eV ($-2.88223\times10^{-19}$ J). Hence $\Delta_{\min}=-1.79894+7.89171=6.09277$ eV and $\mu=-(7.89171+1.79894)/2=-4.84533$ eV, and $\Delta_{\max}=42.0814$ eV.

The first pivots are at $3.300\times10^{-9}$ m and $7.5\times10^{-11}$ m. The box is $225\times1.50\times10^{-11}=3.375\times10^{-9}$ m long, so both lie $7.5\times10^{-11}$ m from a wall and far from any atom. The first pivot maximises $\sum_p\phi_p^2$, and 28 of the 32 orbitals are empty and box-like. For pure sines $\sum_{p=1}^N\sin^2p\theta=\frac N2+\frac14-\frac{\sin(2N+1)\theta}{4\sin\theta}$, largest near $(2N+1)\theta\approx3\pi/2$, that is $x\approx3L_x/130\approx8\times10^{-11}$ m. The points follow the orbital space and not the charge density.

With 40 points the relative residual $\lVert Z-C\zeta^T\rVert_F/\lVert Z\rVert_F$ is 0.444910, both from explicit least squares and from (6). With $t=10^{-8}$ the loop stops at $N_k=75$, or $2.344\,N$, with relative residual $3.39\times10^{-5}$. The largest $|\zeta|$ is 1.375, above the bound 1 of maximal-determinant points but of the same size. The integral $(HH|HH)$ over the HOMO is 4.055881 eV exactly and 4.055889 eV from (9), and the worst of all integrals is off by $8.0\times10^{-5}$ eV. Equation (19) gives $\Sigma^x_{HH}=-8.778441$ eV against $-8.778430$ eV, with a largest matrix error of $6.8\times10^{-5}$ eV.

The bound (17) is $\Omega_b=43.2303$ eV, and the exact poles run from 6.3262 eV to 42.1478 eV. The grids have 24 logarithmically spaced nodes each. With $\hbar=1.05457\times10^{-34}$ J s and $\Delta_{\min}=6.09277\times1.60218\times10^{-19}=9.7617\times10^{-19}$ J, the longest time is $15\hbar/\Delta_{\min}=1.620\times10^{-15}$ s. The shortest is $0.1\hbar/(\Delta_{\max}+\Omega_b)$ with $42.0814+43.2303=85.3117$ eV, or $7.715\times10^{-19}$ s. The frequencies run from $0.1\Delta_{\min}/\hbar=9.257\times10^{14}$ rad/s to $10\,\Omega_b/\hbar=6.568\times10^{17}$ rad/s. The first two fits of (23) have a largest error of $3.4\times10^{-9}$, and $X$ from (24) matches the explicit pair sum to $8.1\times10^{-10}$ of the largest element of $X$, at the three frequencies checked.

At $E=\mu+5i$ eV, $\Sigma^c_{HH}=-0.425981-0.270511\,i$ eV from (24), from the pole sum (20) with exact integrals, and from direct quadrature of (18) on the fine grid. Over the full $32\times32$ matrix the time and frequency grids contribute $5.2\times10^{-12}$ eV and the total error is $5.4\times10^{-6}$ eV, so the density fit sets the accuracy.

The strip (22) runs from $-7.89171-6.3262=-14.218$ eV to $-1.79894+6.3262=4.527$ eV and holds both frontier levels. Solving $E=\varepsilon_n+\Sigma^c_{nn}(E)$ gives $-8.143893$ eV ($-1.30480\times10^{-18}$ J) for the HOMO, equal to the reference in all printed digits, and $-1.890455$ eV ($-3.02884\times10^{-19}$ J) for the LUMO against $-1.890456$ eV. The shifts are $-8.14389+7.89171=-0.25218$ eV and $-0.09151$ eV. The gap becomes $8.143893-1.890456=6.25344$ eV ($1.00191\times10^{-18}$ J), wider than the Hartree–Fock gap by 0.16 eV. These values belong to this model and to the truncation at $N=32$, which the reference shares. Keeping 64 or more orbitals moves the shifts to $-0.2533$ eV and $-0.0929$ eV, a change of about $10^{-3}$ eV, and with only 8 orbitals the LUMO shift is positive. At $N=32$ both shifts are negative, so the empty branch of (20) outweighs the occupied one for both levels. The HOMO moves as in the two-level dimer, while the LUMO has the opposite sign to the two-level result, in which the other empty orbitals are absent. The exchange element is off by $1.1\times10^{-5}$ eV, more than either quasiparticle energy. It does not enter here, because $\Sigma^x$ cancels against $v^{xc}$. From a density-functional start an error $\delta$ of the fitted exchange would shift the quasiparticle energy, to first order, by $\delta/(1-\partial\Sigma^c_{nn}/\partial E)$, where the derivative is negative by (20), so the factor lies between 0 and 1.

The dependence on the tolerance is a step and not a gradual decay:

| $t$ | $N_k$ | HOMO error (eV) | LUMO error (eV) |
|---|---|---|---|
| $10^{-2}$ | 63 | $-1.1\times10^{-6}$ | $-9.9\times10^{-6}$ |
| $10^{-4}$ | 63 | $-1.1\times10^{-6}$ | $-9.9\times10^{-6}$ |
| $10^{-6}$ | 64 | $-5.7\times10^{-7}$ | $-7.1\times10^{-6}$ |
| $10^{-8}$ | 75 | $-5.3\times10^{-7}$ | $+1.6\times10^{-6}$ |

The number 63 is $2N-1$, the exact rank for the lowest 32 box sines. For orthonormal orbitals the fit depends only on their span, and the coincidence suggests, though the program does not measure the overlap, that the 32 Hartree–Fock orbitals span nearly that space. The largest squared residual $\max_gd_g$ is still above $10^{-2}$ of its initial value with 62 points and below $10^{-4}$ with 63. A step this sharp needs an orbital space whose pair products have, exactly or nearly, a low rank. Box sines have one, and so do $N$ identical s-type Gaussians at equal spacing on a line, whose products are Gaussians at only $2N-1$ midpoints. It should not be expected for bases with several exponents and angular types per atom.

For growth with size, chains of 2 to 16 dimers use orbitals from one diagonalisation of the Fock matrix of superposed Gaussian atomic orbitals (density width $6.0\times10^{-11}$ m), eight orbitals per dimer, and $t=10^{-8}$:

| $N$ | $N_g$ | $N_k$ | all steps | pair sum for $X$ |
|---|---|---|---|---|
| 16 | 135 | 39 | $1.063\times10^7$ | $1.022\times10^6$ |
| 32 | 224 | 77 | $7.326\times10^7$ | $1.594\times10^7$ |
| 64 | 403 | 151 | $5.240\times10^8$ | $2.452\times10^8$ |
| 128 | 760 | 292 | $3.728\times10^9$ | $3.667\times10^9$ |

The ratio $N_k/N$ falls from 2.44 to 2.28, well below $N_g/N$, which falls from 8.4 to 5.9. The values of $N_k$ lie 15 to 26 % above the box count $2N-1$ and belong to this one-dimensional model. They do not predict $N_k$ for atom-centred bases. The last doubling multiplies $N_k$ by $292/151=1.934$ and the operation count by $3.728\times10^9/5.240\times10^8=7.11$, an exponent $\log_27.11=2.83$. It lies below 3 mainly because $N_k$ and $N_g$ grow slightly more slowly than $N$ at these sizes, with $3\log_21.934=2.85$, and partly because the two transforms, $2N_\tau N_\omega N_k^2$, are only quadratic. The pair sum $N_\omega N_oN_vN_k^2$, for the largest chain $24\times16\times112\times292^2=3.667\times10^9$, has exponent $2+2\log_21.934=3.90$. For all four chains this single quartic step is cheaper than the entire cubic calculation, but at $N=128$ the two counts differ by less than 2 %. The comparison favours the pair sum, whose column omits the Dyson and self-energy steps, and only one orbital in eight is occupied.

The numerical check below tests (3) against the explicit pair matrix, the first 20 pivots and pivot values of (4) against pivoted QR of $Z$, (5) and (6) against direct least squares, (9) and (19) against fine-grid integrals, (13) against the pair sum, the bounds (17) against the Casida eigenvalues of the fitted integrals, (20) against quadrature of (18) with the Dyson equation solved on the fine grid, and (24) against pole sums with fitted and with exact integrals, at a complex energy and at both quasiparticle energies. The operation count adds the array shapes of the matrix products actually executed and nominal counts for the triangular solve, the linear solves and the eigenvalue step. It leaves out the mean-field diagonalisation, the exchange step, the elementwise products and the weight fits. The chains of varying length test $N_k$ and the count only. Whether 24 nodes remain accurate for their smaller gaps is not tested.

## Computed results

```
inputs: bond 2.70e-10 m, contact 4.00e-10 m, softening 1.00e-10 m
inputs: walls 5.00e-10 m, 6.00e-10 m, spacing 1.50e-11 m, guess width 6.0e-11 m
e^2/(4 pi eps0) = 2.30708e-28 J m ; 1 eV = 1.60218e-19 J ; hbar = 1.05457e-34 J s
N = 32, N_occ = 4, N_g = 224, distinct pairs = 528, N_tau = 24, N_omega = 24
HF HOMO = -7.89171 eV = -1.26439e-18 J
HF LUMO = -1.79894 eV = -2.88223e-19 J
first five points (m): 3.300e-09 7.500e-11 3.195e-09 1.800e-10 4.950e-10
N_k = 40: relative residual explicit 0.444910, from Cholesky trace 0.444910
tol 1e-08: N_k = 75, N_k/N = 2.344, max|zeta| = 1.375, relative residual 3.39e-05
(HH|HH) exact 4.055881 eV, fitted 4.055889 eV; max integral error 8.0e-05 eV
Sigma_x HOMO exact -8.778430 eV, fitted -8.778441 eV; matrix error 6.8e-05 eV
mu = -4.84533 eV, Delta_min = 6.09277 eV, Delta_max = 42.0814 eV
Omega_min = 6.3262 eV, Omega_max = 42.1478 eV, bound = 43.2303 eV
tau from 7.715e-19 to 1.620e-15 s; omega from 9.257e+14 to 6.568e+17 rad/s
largest transform fit error (dimensionless) 3.4e-09
real-axis window -14.218 to 4.527 eV
X from Hadamard product vs pair sum: relative error 8.1e-10
Sigma_c HOMO at E = mu + i 5 eV (eV):
  convolution   -0.425981 -0.270511 i
  Casida poles  -0.425981 -0.270511 i
  space-time    -0.425981 -0.270511 i
  full-matrix error: grids only 5.2e-12 eV, total 5.4e-06 eV
QP HOMO: exact -8.143893 eV, space-time -8.143893 eV = -1.30480e-18 J, shift -0.25218 eV
QP LUMO: exact -1.890456 eV, space-time -1.890455 eV = -3.02884e-19 J, shift -0.09151 eV
QP gap exact 6.25344 eV = 1.00191e-18 J
tol 1e-02: N_k =  63, QP error HOMO -1.1e-06 eV, LUMO -9.9e-06 eV
tol 1e-04: N_k =  63, QP error HOMO -1.1e-06 eV, LUMO -9.9e-06 eV
tol 1e-06: N_k =  64, QP error HOMO -5.7e-07 eV, LUMO -7.1e-06 eV
tol 1e-08: N_k =  75, QP error HOMO -5.3e-07 eV, LUMO +1.6e-06 eV
dimers  2: N  16, N_g 135, N_k  39, N_k/N 2.44, ops 1.063e+07, pair-sum X 1.022e+06
dimers  4: N  32, N_g 224, N_k  77, N_k/N 2.41, ops 7.326e+07, pair-sum X 1.594e+07
dimers  8: N  64, N_g 403, N_k 151, N_k/N 2.36, ops 5.240e+08, pair-sum X 2.452e+08
dimers 16: N 128, N_g 760, N_k 292, N_k/N 2.28, ops 3.728e+09, pair-sum X 3.667e+09
8 -> 16 dimers: N_k ratio 1.934, counted exponent 2.831, pair-sum exponent 3.903
```
